# How a moving phase front falsifies diffusivity inferred on a voltage plateau

**Definitions and conventions**

A flat electrode film occupies $0<x<L$. Lithium enters at $x=0$, and the back face $x=L$ is blocked. The filling $\theta(x,t)$ is the occupied fraction of the lithium sites, whose density is $N$. A flux $J$ in filling units (cm/s) corresponds to a current density $j=eNJ$, and $q=\int J\,dt$ is the lithium taken up, in cm. Voltage changes are given as magnitudes.

On the plateau a lithium-poor phase α of filling $\theta_\alpha$ coexists with a lithium-rich phase β of filling $\theta_\beta$. Write $\Delta\theta=\theta_\beta-\theta_\alpha$. The diffusivity of β is $D$, taken as constant. The value returned by single-phase analysis is $D_{\rm app}$.

**The belief and its appeal**

The belief is that a very small $D_{\rm app}$ measured on a plateau shows that lithium hops slowly. Its basis is sound for a solid solution in which lithium ions interact only by blocking sites. Let a film of uniform filling $\theta_0$ have its surface set to $\theta_s$ at $t=0$. While $t\ll L^2/D$,

$$\theta=\theta_s-(\theta_s-\theta_0)\,{\rm erf}\frac{x}{2\sqrt{Dt}},\qquad J=-D\,\partial_x\theta\big|_0=(\theta_s-\theta_0)\sqrt{\frac{D}{\pi t}} .$$

Integration gives $q=2(\theta_s-\theta_0)\sqrt{Dt/\pi}$. The final uptake is $q_\infty=(\theta_s-\theta_0)L$. Dividing, squaring and solving for the diffusivity gives

$$D_{\rm app}=\frac{\pi L^2}{4t}\left(\frac{q}{q_\infty}\right)^2. \tag{1}$$

This $D$ is tied to hopping. Let $w$ be the exchange rate between a filled site and an empty neighbour on a simple cubic lattice of spacing $a$, and let $n_i$ be 0 or 1. With no interaction except site blocking,

$$\frac{d\langle n_i\rangle}{dt}=w\sum_j\langle n_j(1-n_i)-n_i(1-n_j)\rangle=w\sum_j\left(\langle n_j\rangle-\langle n_i\rangle\right),$$

because the products $n_in_j$ cancel. For a smooth profile along $x$ the sum becomes $wa^2\partial_x^2\theta$, so $D=wa^2$. An isolated vacancy has six filled neighbours and hops at the total rate $\Gamma=6w$. Hence $D=\Gamma a^2/6$, and in this model a small $D$ does mean slow hops. The weak link is equation (1), which assumes that no front is present.

**What the voltage step does on a plateau**

Start with the film entirely α at $\theta_\alpha$, in equilibrium at the plateau voltage, and lower the voltage by $\eta$. Assume that β forms at the surface at once, that the front stays flat, and that the two phases remain in equilibrium at the front.

For noninteracting vacancies in β, the mixing entropy per site is $-k[\theta\ln\theta+(1-\theta)\ln(1-\theta)]$. Differentiating $-T$ times this gives the lithium chemical potential $\mu={\rm const}+kT\ln[\theta/(1-\theta)]$. Lowering the voltage by $\eta$ raises $\mu$ at the surface by $e\eta$ above its value at $\theta_\beta$:

$$\frac{\theta_s}{1-\theta_s}=\frac{\theta_\beta}{1-\theta_\beta}\,e^{e\eta/kT},\qquad \delta\equiv\frac{\theta_s-\theta_\beta}{\Delta\theta}. \tag{2}$$

The number $\delta$ compares the small excess that drives diffusion with the large amount needed to convert α into β.

Let the front be at $s(t)$. The uniform α carries no flux, so all lithium arriving through β is used to advance the front:

$$\Delta\theta\,\frac{ds}{dt}=-D\,\partial_x\theta\big|_{x=s^-}. \tag{3}$$

Try $s=2\lambda\sqrt{Dt}$ with constant $\lambda$. The diffusion solution equal to $\theta_s$ at $x=0$ and $\theta_\beta$ at $x=s$ is

$$\theta=\theta_s-(\theta_s-\theta_\beta)\frac{{\rm erf}(x/2\sqrt{Dt})}{{\rm erf}\,\lambda},\qquad -D\,\partial_x\theta=\frac{\theta_s-\theta_\beta}{{\rm erf}\,\lambda}\sqrt{\frac{D}{\pi t}}\;e^{-x^2/4Dt}.$$

At the front the exponential is $e^{-\lambda^2}$, while $ds/dt=\lambda\sqrt{D/t}$. Equation (3) then gives

$$\sqrt{\pi}\,\lambda\,e^{\lambda^2}{\rm erf}\,\lambda=\delta. \tag{4}$$

At $x=0$ the exponential is 1, so $q=2(\theta_s-\theta_\beta)\sqrt{Dt/\pi}/{\rm erf}\,\lambda$. This is again a straight line against $\sqrt t$, so straightness at early times does not reveal the error. The final uptake is $q_\infty=(\theta_s-\theta_\alpha)L=\Delta\theta(1+\delta)L$. Inserting both in (1), and then using (4) for $\delta/{\rm erf}\,\lambda$,

$$\frac{D_{\rm app}}{D}=\left[\frac{\delta}{(1+\delta)\,{\rm erf}\,\lambda}\right]^2=\frac{\pi\lambda^2e^{2\lambda^2}}{(1+\delta)^2}. \tag{5}$$

For small $\delta$, expand ${\rm erf}\,\lambda=(2/\sqrt\pi)(\lambda-\lambda^3/3+\dots)$ and $e^{\lambda^2}=1+\lambda^2+\dots$. Equation (4) becomes $\delta=2\lambda^2+\tfrac43\lambda^4+\dots$, so $\lambda^2=\delta/2-\delta^2/6+\dots$. Then

$$\frac{D_{\rm app}}{D}=\frac{\pi\delta}{2}\left(1-\frac{\delta}{3}\right)(1+\delta)(1-2\delta)+\dots=\frac{\pi\delta}{2}\left(1-\frac{4\delta}{3}+\dots\right). \tag{6}$$

The physical content is short. Across a layer of thickness $s$ the flux is about $D(\theta_s-\theta_\beta)/s$, and each unit of advance consumes $\Delta\theta$. Hence $s\,ds/dt\approx D\delta$ and $s^2\approx2\delta Dt$. The front is slow because it must be fed through a small concentration difference, even if each hop is fast.

**The number**

Take $L=200$ nm, $N=2\times10^{22}$ cm$^{-3}$, $\theta_\alpha=0.06$, $\theta_\beta=0.94$, $D=10^{-11}$ cm²/s, $T=298.15$ K and $\eta=10$ mV. With $kT/e=25.69$ mV, equation (2) gives $\theta_s=0.95854$, so

$$\delta=\frac{0.95854-0.94}{0.88}=0.0211,\qquad \lambda=0.1023,\qquad \frac{D_{\rm app}}{D}=0.0322 .$$

The analysis reports $3.2\times10^{-13}$ cm²/s, too low by a factor of 31. For an assumed hop length of 0.3 nm, the vacancy residence time $1/\Gamma=a^2/6D$ is 15 μs, but $D_{\rm app}$ would make it 466 μs. (A simple cubic lattice with this $N$ has $a=0.37$ nm, which lengthens both times by a factor of 1.5 and leaves their ratio unchanged.) Read as an activated rate with a fixed prefactor, the error adds a fictitious barrier $kT\ln31.1=0.088$ eV. The front needs $L^2/(4\lambda^2D)=956$ s to cross the film, although $L^2/D$ is 40 s.

Equation (5) was tested against a numerical balance of total lithium on 50 cells, in which filling above the gap diffuses and no front is tracked. It gave $D_{\rm app}/D=0.0322$ here, and 0.4645 against 0.4646 from the formula at $\delta=0.5$. Applied to a film without a phase gap, the same analysis returned 0.9996 of the true $D$.

**Signs that the analysis has failed**

First, $D_{\rm app}$ depends on the step. For $e\eta\ll kT$, equation (2) gives $\theta_s-\theta_\beta\approx\theta_\beta(1-\theta_\beta)e\eta/kT$, so $D_{\rm app}\propto\eta$. In the example it rises from $7.5\times10^{-14}$ cm²/s at 2 mV to $5.4\times10^{-13}$ cm²/s at 20 mV, with $D$ held fixed. The rise, a factor of 7.1 for a tenfold step, is less than proportional mainly because β is filling up: $\delta$ itself grows only 7.4 times, and the second term of (6) accounts for the rest. Since $\theta_s<1$, $\delta$ stays below $0.06/0.88=0.068$, and $D_{\rm app}/D$ below 0.098 in this model.

Second, the $\sqrt t$ law lasts too long. In a solid solution, the deficit $\theta_s-\theta$ vanishes at $x=0$ and has zero slope at $x=L$. Its modes are $\sin[(n+\tfrac12)\pi x/L]$, decaying at rates $(n+\tfrac12)^2\pi^2D/L^2$. A uniform initial deficit has amplitude $4/\pi$ in the slowest mode, whose mean over the film is $2/\pi$. At late times, with $T_L=Dt/L^2$, the missing charge fraction is therefore $(8/\pi^2)e^{-\pi^2T_L/4}$, and the flux, in units of $(\theta_s-\theta_0)D/L$, is $2e^{-\pi^2T_L/4}$. At 90 % charge this gives $T_L=0.85$ and a flux of 0.25, whereas the early law $1/\sqrt{\pi T_L}$ would give 0.61. The current has dropped to 0.40 of the extrapolated law. With the moving front the computed ratio is 1.00. These two signs are measured against a constant $D$, and neither alone proves a front. A solid solution whose diffusivity varies strongly with filling shows weaker forms of both: with $\mu=kT\{\ln[\theta/(1-\theta)]+1.9(1-2\theta)\}$, which has no gap, mobility proportional to $\theta(1-\theta)$ and a start at $\theta=0.5$, $D_{\rm app}$ rises threefold from 2 to 20 mV and the current ratio is about 0.6.

Third, once the front reaches the back face, the film is all β and the same modes apply. The last charge decays with time constant $4L^2/(\pi^2D)=16$ s, not the 504 s implied by $D_{\rm app}$. With constant $D$ and no resistance, this tail yields the true $D$, but it holds only about $\delta/2$, or 1 %, of the charge, so leakage must be very small. A series resistance $R$ acts on this tail as an extra length $ReND\,\theta_s(1-\theta_s)/(kT/e)$, which is 9.9 nm for 20 Ω cm² and lowers the result to $0.91D$. If the diffusivity of β varies with filling, the tail gives its value near $\theta_s$; for the mean-field interaction considered below, that is 1.21 times the value at $\theta_\beta$.

**The current pulse**

Another measurement applies a constant flux $J$ for a time $\tau$, then lets the film rest. Take a solid solution and a pulse with $\tau\ll L^2/D$, so that the back face is not yet felt, and suppose the surface rises as $A\sqrt t$. Adding the responses to successive small surface steps gives the flux

$$\int_0^t\frac{A}{2\sqrt{t'}}\sqrt{\frac{D}{\pi(t-t')}}\,dt'=\frac A2\sqrt{\frac D\pi}\;\pi=\frac{A\sqrt{\pi D}}{2},$$

which is constant, as required. Thus $A=2J/\sqrt{\pi D}$. If the voltage slope per unit filling is $m$, the transient change is $\Delta E_t=2mJ\sqrt{\tau/\pi D}$. After rest the filling has risen uniformly by $J\tau/L$, so $\Delta E_s=mJ\tau/L$. The slope cancels in the ratio, and

$$D_{\rm app}=\frac{4L^2}{\pi\tau}\left(\frac{\Delta E_s}{\Delta E_t}\right)^2. \tag{7}$$

On a plateau the slope does not cancel. During the pulse, lithium accumulates in the β layer, so $\Delta E_t$ is set by the β slope $m_\beta=(kT/e)/[\theta_\beta(1-\theta_\beta)]$. During rest the remaining excess drains to the front, and the voltage returns to the plateau. Over pulse and rest together the front advances by $J\tau/\Delta\theta$. If the plateau is perfectly flat, $\Delta E_s=0$ and $D_{\rm app}=0$ for any $D$.

Suppose instead that the relaxed voltage drifts slightly with mean filling, with slope $m_p$. Then $\Delta E_s=m_pJ\tau/L$. If the front moves little during the pulse, the excess filling tends to the steady profile $J(s-x)/D$. Expanding this in $\cos[(n+\tfrac12)\pi x/s]$ gives coefficients $8Js/[D\pi^2(2n+1)^2]$, so the surface rise is $(Js/D)G$ with

$$G=1-\frac{8}{\pi^2}\sum_{n=0}^{\infty}\frac{e^{-(n+1/2)^2\pi^2D\tau/s^2}}{(2n+1)^2},\qquad D_{\rm app}=\frac{4D^2\tau}{\pi s^2G^2}\left(\frac{m_p}{m_\beta}\right)^2 .$$

The last result follows from (7) for voltage changes small enough to be linear. For short pulses the surface does not yet sense the front, $G\approx2\sqrt{D\tau/\pi s^2}$, and $D_{\rm app}=D(m_p/m_\beta)^2$. For long pulses $G\to1$, and $D_{\rm app}$ varies as $\tau/s^2$.

For the same film, let the plateau take 7200 s and tilt by 2 mV from end to end. A 60 s pulse has $J=0.88L/7200\ {\rm s}=2.44\times10^{-9}$ cm/s. At $s=100$ nm, $D\tau/s^2=6$, so the surface filling rises by $Js/D=0.00244$, and the logarithmic voltage law gives $\Delta E_t=1.135$ mV. The relaxed change is $2\ {\rm mV}\times60/7200=16.7$ μV. Equation (7) returns $1.8\times10^{-15}$ cm²/s, some 5500 times below $D$. At 50 nm and 150 nm it returns $7.5\times10^{-15}$ and $8.0\times10^{-16}$ cm²/s: an apparent change of diffusivity along the plateau, produced by front depth alone. These values treat the front as fixed during the pulse; its advance lowers the 50 nm value by about 6 % and the others by less. Adding the 16.7 μV drift of the plateau to $\Delta E_t$ raises that correction to about 11 % at 50 nm and 6 % at 100 nm.

The 60 s pulse is longer than $L^2/D=40$ s, so the condition for (7) is not met. This explains little of the error. In a solid solution with the same $D$, the surface at the end of such a pulse would stand $JL/3D$ above the mean filling, which has risen by $J\tau/L$, and (7) would return $0.57D$. Nor would the analyst notice, because $L^2/D_{\rm app}$ at 100 nm is about $2\times10^5$ s.

**Real electrodes and limits**

The parameters are round illustrative values, not those of a particular material. Diffusivities and solubility ranges vary widely between hosts, so the factor of 31 is not universal. A series resistance of 20 Ω cm² lengthens the crossing by 10 %, lowering the $D_{\rm app}$ read near full charge by about 9 %; read at 30 % charge, it falls by about 26 %, because resistance matters most while the β layer is thin. A mean-field interaction that reproduces the same phase gap, with mobility proportional to $\theta(1-\theta)$, multiplies the quasi-steady growth flux by 0.93 if the hop rate is held fixed. It also lowers the diffusivity of β at $\theta_\beta$ to 0.65 of its noninteracting value, so if that diffusivity is instead held at $D$, the factor is 1.44. Charging a 20 μF/cm² double layer takes a few millionths of the plateau charge.

Clamping can matter more. If α matches the substrate and β has a 1 % in-plane misfit, a biaxial modulus of 150 GPa stores $150\ {\rm GPa}\times(0.01)^2$ per volume. Divided by $eN\Delta\theta$, this lowers the plateau by 5.3 mV. The estimate assumes that the film stays elastic at an in-plane stress of 1.5 GPa; cracking or plastic flow would reduce the shift. A 10 mV step measured from the unclamped plateau would then leave 4.7 mV of drive and, if $\theta_\beta$ is taken as unchanged, roughly halve $D_{\rm app}$; measured from the film's own plateau, it needs no such correction. Slow nucleation, a slow reaction at the front, and particles that transform one after another break the model itself, and their effect is not estimated here.

A low plateau value does not prove that hops are fast either. At fixed $\delta$, equation (5) is still proportional to $D$, so slow hops also lower the result. If diffusion through β controls growth and $\delta\ll1$ is known independently, the step data can be corrected with $D\approx2D_{\rm app}/(\pi\delta)$. Without that knowledge, or a clean measurement of the final decay, a single low $D_{\rm app}$ cannot separate slow hops from a front that consumes much lithium. The numerical output below lists the inputs and the main results.

## Computed results

```
INPUTS
film thickness: 200 nm; sites: 2.0e+22 cm^-3
phase fillings: poor 0.06, rich 0.94
true D: 1.0e-11 cm2/s; temperature: 298.15 K
kT/e: 25.69 mV; step: 10 mV
POTENTIAL STEP
surface filling: 0.95854
delta: 0.02107; lambda: 0.10229
D_app/D exact: 0.03219; pi*delta/2: 0.03310
D_app/D simulated: 0.03219
simulated at 30 % and 80 % charge: 0.03218, 0.03219
delta=0.5, D_app/D exact, simulated: 0.4646, 0.4645
D_app: 3.219e-13 cm2/s; D/D_app: 31.1
plateau charge: 56.40 mC/cm2
time for front to cross film: 956 s; L^2/D: 40 s
hop length: 0.3 nm
vacancy residence time, true D: 15.0 us
same time read from D_app: 466 us
false extra hop barrier: 0.0883 eV
step 2 mV: delta 0.00482, D_app 7.525e-14 cm2/s
step 5 mV: delta 0.01146, D_app 1.772e-13 cm2/s
step 10 mV: delta 0.02107, D_app 3.219e-13 cm2/s
step 20 mV: delta 0.03583, D_app 5.370e-13 cm2/s
step 50 mV: delta 0.05792, D_app 8.442e-13 cm2/s
largest delta: 0.0682; largest D_app/D: 0.0981
TELLING THE CASES APART
current/early law at 90 % charge, two-phase: 1.000
current/early law at 90 % charge, solid solution: 0.399
D/true D from final decay: 1.0000
final decay time, true D: 16.2 s
final decay time if D_app were true: 504 s
solid-solution control, step: D/true D = 0.9996
CURRENT PULSE
pulse: 60 s; plateau time: 7200 s; current: 7.83 uA/cm2
plateau tilt end to end: 2.0 mV
slopes per unit filling: plateau 2.273 mV, rich phase 455.5 mV
front depth 100 nm: D*tau/s^2 = 6.0
surface filling rise: 0.00244; front advance: 1.67 nm
relaxed change: 16.67 uV; transient: 1.135 mV
front depth 50 nm: pulse D_app 7.461e-15 cm2/s
front depth 100 nm: pulse D_app 1.829e-15 cm2/s
front depth 150 nm: pulse D_app 7.987e-16 cm2/s
short-pulse limit of D_app: 2.489e-16 cm2/s
solid-solution control, pulse: D/true D = 0.9984
NEGLECTED EFFECTS
series resistance 20 ohm cm2: crossing time +10.2 %
regular-solution interaction: 3.127 kT; growth factor: 0.931
clamping, 150 GPa and 1 % misfit: plateau shift 5.32 mV
double layer 20 uF/cm2: charge share 3.5e-06
```
